# Square-root pressure law for relaxation in dissociative Langmuir adsorption

In a simple model of hydrogen on tungsten at 700 K, raising the gas pressure from 0.01 to 10 Torr makes the surface return to its steady coverage faster, but by a factor of 32 and not 1000. The decay rate of a small disturbance goes from \(2.10\times10^3\) to \(6.65\times10^4\ \mathrm{s^{-1}}\). Over the same range the steady coverage rises from 0.56 to 0.98, so the surface passes from about half full to nearly full, and yet each tenfold rise in pressure multiplies the rate by the same 3.16. The factor is \(\sqrt{10}\), and the question is why it doesn't depend on how full the surface is.

Let \(x\) be the fraction of adsorption sites that hold an atom, and \(N_s\) the number of sites per unit area. A molecule from the gas dissociates on two empty sites, and two adsorbed atoms recombine and leave together. If the atoms are randomly mixed over equivalent sites and don't interact, the chance that both sites of a pair are empty is \((1-x)^2\), and the chance that both are full is \(x^2\). This is the mean-field assumption. The coverage then obeys

\[
\frac{dx}{dt}=f(x)=a(1-x)^2-bx^2,\qquad a,b>0. \tag{1}
\]

Both coefficients count atoms, not molecules. If \(F\) is the number of molecules striking unit area per unit time and \(s_0\) the sticking probability on the clean surface, \(s_0F(1-x)^2\) molecules stick and each brings two atoms, so that \(N_s\,dx/dt=2s_0F(1-x)^2\) and

\[
a=\frac{2s_0F}{N_s},\qquad b=\nu e^{-E/kT}. \tag{2}
\]

Here \(E\) is the desorption energy per molecule, and the prefactor \(\nu\) includes the two atoms lost in each event.

The flux follows from the Maxwell distribution of the velocity component \(v\) towards the surface. With gas density \(n=p/kT\) and molecular mass \(m\),

\[
F=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\frac{p}{\sqrt{2\pi mkT}}. \tag{3}
\]

Thus \(a\) is proportional to pressure at fixed temperature, while \(b\) doesn't contain the pressure.

The right side of (1) is a difference of two squares:

\[
f=PQ,\quad P=\sqrt a(1-x)-\sqrt b\,x,\quad Q=\sqrt a(1-x)+\sqrt b\,x. \tag{4}
\]

For \(0\le x\le1\) both terms of \(Q\) are non-negative and they never vanish together, so \(Q>0\). A steady coverage in this interval therefore requires \(P=0\), which gives

\[
x_*=\frac{\sqrt a}{\sqrt a+\sqrt b},\qquad
1-x_*=\frac{\sqrt b}{\sqrt a+\sqrt b}. \tag{5}
\]

Now disturb the coverage, \(x=x_*+u\), and expand both squares:

\[
\frac{du}{dt}=\big[a(1-x_*)^2-bx_*^2\big]-2\big[a(1-x_*)+bx_*\big]u+(a-b)u^2 .
\]

The first bracket is zero by the definition of \(x_*\). The second follows from (5):

\[
a(1-x_*)+bx_*=\frac{a\sqrt b+b\sqrt a}{\sqrt a+\sqrt b}
=\frac{\sqrt{ab}\,(\sqrt a+\sqrt b)}{\sqrt a+\sqrt b}=\sqrt{ab}.
\]

Hence

\[
\frac{du}{dt}=-\lambda u+(a-b)u^2,\qquad \lambda=2\sqrt{ab}. \tag{6}
\]

When \(|(a-b)u|\ll\lambda\), the quadratic term can be dropped and \(u\) decays as \(e^{-\lambda t}\). Since \(a\propto p\) and \(b\) is independent of \(p\), \(\lambda\propto\sqrt p\) at fixed temperature. The pressure meant here is the one that acts during the decay: after a sudden change of pressure, the final value sets \(\lambda\).

The same result can be read from the traffic of atoms at balance. Let \(R=a(1-x_*)^2=bx_*^2\) be the number of atoms arriving, and also leaving, per site and unit time. The slope of the adsorption term is \(2a(1-x_*)=2R/(1-x_*)\), and that of the desorption term is \(2bx_*=2R/x_*\). Their sum is

\[
\lambda=\frac{2R}{x_*(1-x_*)}. \tag{7}
\]

On a sparse surface, \(a\ll b\), the traffic is \(R\simeq a\propto p\), but it has to renew a population \(x_*\simeq\sqrt{a/b}\propto\sqrt p\). The quotient grows as \(\sqrt p\). On a nearly full surface, \(a\gg b\), the traffic saturates at \(R\simeq b\), but the population of empty sites shrinks as \(1-x_*\simeq\sqrt{b/a}\propto1/\sqrt p\). The quotient again grows as \(\sqrt p\). Between these limits the two slopes share the work: by (5), adsorption supplies \(2a(1-x_*)=\lambda x_*\) and desorption supplies \(\lambda(1-x_*)\).

The pairing of atoms is essential. For a molecule that adsorbs whole on one site, \(dx/dt=a(1-x)-bx\), and the decay rate is \(a+b\). This is independent of pressure on a sparse surface and proportional to pressure on a full one, with no single power between.

For the example, take the close-packed W(110) face. With a rough lattice constant \(d=0.317\) nm its atom density is \(N_s=\sqrt2/d^2=1.407\times10^{15}\ \mathrm{cm^{-2}}\), and one hydrogen site is assumed per surface atom. The other inputs are rough typical values: \(s_0=0.1\), \(E=1.4\) eV and \(\nu=10^{13}\ \mathrm{s^{-1}}\). Gas and surface are both at 700 K, where \(kT=0.0603\) eV. At 0.1 Torr equation (3) gives \(F=9.35\times10^{19}\ \mathrm{cm^{-2}s^{-1}}\), so

\[
a=\frac{2(0.1)(9.352\times10^{19})}{1.407\times10^{15}}\ \mathrm{s^{-1}}
=1.329\times10^4\ \mathrm{s^{-1}},\qquad b=833\ \mathrm{s^{-1}}.
\]

Then \(\sqrt{a/b}=3.995\), \(x_*=3.995/4.995=0.80\), and

\[
\lambda=2\sqrt{(1.329\times10^4)(832.6)}\ \mathrm{s^{-1}}=6.65\times10^3\ \mathrm{s^{-1}},
\]

a relaxation time of 0.15 ms. Adsorption supplies 80% of this rate. The rates quoted at the start were found by integrating (1) in time for a disturbance of \(10^{-6}\) and reading off its decay, without using (6). A power law fitted to them at four pressures has the exponent 0.50000.

The square root belongs to the relaxation rate, not to the coverage. From 0.01 to 10 Torr the coverage grows by a factor of 1.75 while the rate grows by 32. The coverage itself follows \(\sqrt p\) when \(a\ll b\), a limit that this pressure range doesn't reach.

Temperature acts mainly through \(b\). For constant \(s_0\) and fixed pressure, \(a\propto T^{-1/2}\), and therefore \(\lambda\propto T^{-1/4}e^{-E/2kT}\). With \(\beta=1/kT\), \(\ln\lambda=\text{const}+\tfrac14\ln\beta-\tfrac12\beta E\), and the apparent activation energy is

\[
E_{\rm app}=-\frac{d\ln\lambda}{d\beta}=\frac E2-\frac{kT}{4}
=0.700-0.015=0.685\ \mathrm{eV}. \tag{8}
\]

Half the desorption energy appears because \(b\) enters under a square root. An error of 10 K upwards raises the rate by 17%.

Equation (1) can also be solved for disturbances of any size. Since \(dx/dt=PQ\), the definitions in (4) give

\[
\frac{dP}{dt}=-(\sqrt a+\sqrt b)PQ,\qquad
\frac{dQ}{dt}=-(\sqrt a-\sqrt b)PQ .
\]

For the ratio \(w=P/Q\) the quotient rule then gives

\[
\frac{dw}{dt}=\frac{1}{Q^2}\Big(Q\frac{dP}{dt}-P\frac{dQ}{dt}\Big)
=w\big[-(\sqrt a+\sqrt b)Q+(\sqrt a-\sqrt b)P\big].
\]

The bracket equals \(-\sqrt a(Q-P)-\sqrt b(Q+P)\). From (4), \(Q-P=2\sqrt b\,x\) and \(Q+P=2\sqrt a(1-x)\), so it reduces to \(-2\sqrt{ab}\,[x+(1-x)]=-2\sqrt{ab}\), and

\[
w(t)=w(0)\,e^{-2\sqrt{ab}\,t}. \tag{9}
\]

Within the rate equation (1) this holds for every initial coverage. Unless \(a=b\), smallness is still needed if \(x\) itself is to decay as one exponential. To recover \(x\), divide \(Q-P\) by \(Q+P\):

\[
\frac{x}{1-x}=\sqrt{\frac ab}\;\frac{1-w}{1+w}. \tag{10}
\]

A clean surface has \(w(0)=1\), and since \((1-e^{-2z})/(1+e^{-2z})=\tanh z\),

\[
\frac{x}{1-x}=\sqrt{\frac ab}\,\tanh(\sqrt{ab}\,t). \tag{11}
\]

At short times this gives \(x\simeq at\), as it must when nothing has yet been adsorbed to desorb.

Two cases show the size of the nonlinear effect. When the pressure is stepped from 0.1 to 0.2 Torr, the coverage moves from 0.800 to 0.850, so \(u(0)=-0.050\). At the final pressure \(a=2.66\times10^4\ \mathrm{s^{-1}}\) and \(1/\lambda=106\ \mathrm{\mu s}\), whence \((a-b)u(0)/\lambda=-0.14\). By (6) the initial approach is 14% faster than the linear law, and the excess fades as \(u\) shrinks. The disturbance falls to \(1/e\) of its initial value in 98 μs, 8% sooner than 106 μs.

For a clean surface at 0.1 Torr the distance to \(x_*\) has fallen to \(1/e\) when \(x=0.7998(1-e^{-1})=0.5056\). Then \(x/(1-x)=1.023\), and (11) requires \(\tanh(\lambda t/2)=1.023/3.995=0.256\). Hence \(\lambda t/2=0.262\) and \(t=79\ \mathrm{\mu s}\), about half the linear time of 150 μs. Filling is faster than the linear law here because \(a>b\): in (6) the term \((a-b)u^2\) is then positive, and for \(u<0\) it adds to the linear term \(-\lambda u\), which is positive too.

The mean-field form rests on mixing, which can be examined with discrete atoms. Let \(N\) sites hold \(n\) atoms, with every pair of sites equally able to react. The rates of gaining and losing a pair are

\[
W_+=\frac a2\frac{(N-n)(N-n-1)}{N-1},\qquad W_-=\frac b2\frac{n(n-1)}{N-1}. \tag{12}
\]

Each event changes \(n\) by two, so the mean drift of \(n/N\) is \(2(W_+-W_-)/N\), which tends to (1) for large \(N\). The slowest decay rate of the probability distribution is the smallest non-zero eigenvalue of the matrix built from these rates, with its sign reversed. For \(a=4\) and \(b=1\ \mathrm{s^{-1}}\) it is 3.9949 \(\mathrm{s^{-1}}\) with 200 sites and 3.9975 \(\mathrm{s^{-1}}\) with 400. The shortfall from \(2\sqrt{ab}=4\ \mathrm{s^{-1}}\) halves when \(N\) doubles, and removing a \(1/N\) correction gives 4.0000 \(\mathrm{s^{-1}}\).

Without mixing the law can fail completely. On a ring where only neighbouring pairs react, let every second site be occupied. There is then no pair of empty neighbours and no pair of full ones, so nothing can happen: the coverage stays at 0.5, although (1) with the same \(a\) and \(b\) demands \(2/3\). If the atoms on a ring of eight sites may hop at \(2000\ \mathrm{s^{-1}}\), the mean coverage after 0.5 s is 0.643, equal to that of eight well-mixed sites to the digits given. For hydrogen on tungsten a rough hopping barrier of 0.2 eV and the prefactor \(10^{13}\ \mathrm{s^{-1}}\) give \(3.6\times10^{11}\) hops per second, \(5\times10^7\) times \(\lambda\). In this example slow hopping is no obstacle to mixing.

Other departures can be judged by asking what they do to the slope of \(f\). Suppose first that an inert species blocks sites at random and leaves a fraction \(\phi\) of the sites free, with \(x\) still counted per site of the whole surface. Then \(dx/dt=a(\phi-x)^2-bx^2\). Setting \(x=\phi y\) gives

\[
\frac{dy}{dt}=\phi\big[a(1-y)^2-by^2\big],\qquad \lambda=2\phi\sqrt{ab}. \tag{13}
\]

As long as hydrogen mixes over all the free sites, half the sites blocked means half the rate. If the blocked sites are gathered in islands instead, more pairs of free neighbours remain and the rate falls less. The square-root law survives provided that this mixing is kept and \(\phi\) doesn't change with the hydrogen pressure. Blockers that stay in place can break the first condition by cutting the surface into small closed patches. In the smallest, two neighbouring sites that are either both empty or both full, the decay rate is proportional to \(a+b\) and not to \(\sqrt{ab}\).

Suppose next that molecules first move over the surface in a weakly bound precursor state, so that sticking falls more slowly with coverage than \((1-x)^2\). Let adsorption be multiplied by a factor \(g(x)\). If the equilibrium coverage is to remain (5), detailed balance requires the same factor on desorption. Then \(dx/dt=g(x)f(x)\), whose slope at \(x_*\) is \(g(x_*)f'(x_*)\), because \(f(x_*)=0\). Therefore

\[
\lambda=2g(x_*)\sqrt{ab},\qquad g(x)=\frac{1}{K+(1-K)(1-x)^2}, \tag{14}
\]

where the second expression is a simple assumed form with one parameter \(K\). It equals 1 on an empty surface, and \(K<1\) makes sticking fall more slowly than \((1-x)^2\). For \(K=0.3\) and \(x_*=0.80\), \(g=1/(0.3+0.7\times0.040)=3.05\), so the rate triples. Since \(x_*\) depends on pressure, so does \(g\), and the local exponent \(d\ln\lambda/d\ln p\) becomes 0.57. At 0.01 Torr it is larger, 0.67. It returns to 1/2 in both extremes, where \(g\) tends to the constants 1 and \(1/K\).

Suppose last that neighbouring atoms repel each other, so that the desorption energy falls by \(Wx\) and \(b\) becomes \(b(x)=b_0e^{Wx/kT}\), with adsorption unchanged. Differentiating \(f\) now gives one more term. The balance \(\sqrt a(1-x_*)=\sqrt{b(x_*)}\,x_*\) still holds, so the first two terms combine as before:

\[
\lambda=2\sqrt{a\,b(x_*)}+b'(x_*)x_*^2. \tag{15}
\]

For \(W=0.10\) eV the steady coverage drops to 0.69. There \(b=2.62\times10^3\ \mathrm{s^{-1}}\), and the two terms are \(1.18\times10^4\) and \(2.1\times10^3\ \mathrm{s^{-1}}\). Their sum is 2.1 times the ideal rate. Most of the increase comes from the larger \(b\), and the local exponent is 0.55. Both numbers are sensitive to \(W\): for \(W=0.25\) eV the factor is 4.8 and the exponent 0.66. An exponent slightly above 1/2 thus can't by itself tell repulsion from a precursor.

The gas may also fail to hold its pressure at the surface. A coverage excess \(u\) has taken \(N_su/2\) molecules per unit area from the gas. If they come from a closed layer of thickness \(h\), the pressure there is lower by \(N_skTu/2h\), which adds to the decay rate

\[
\Delta\lambda=a(1-x_*)^2\,\frac{N_skT}{2hp}. \tag{16}
\]

For \(h\) take the distance \(\sqrt{D/\lambda}\) that gas diffuses in one relaxation time, with \(D=\bar v\ell/3\), \(\bar v\) the mean molecular speed and \(\ell\) the mean free path. A rough molecular diameter of 0.27 nm gives \(\ell=2.2\) mm and \(h=17\) mm, and (16) amounts to about 2% of \(\lambda\). For gas that is open to the outside only the size of this estimate carries over, not its sign. If the gas starts at uniform pressure, the molecules released by a decaying excess raise the pressure at the surface, and when hydrogen spreads by diffusion the \(1/e\) time lengthens by a similar amount, about 2% at 0.1 Torr and 6% at 0.01 Torr. The late decay is then no longer exponential but leaves a small, slowly fading tail. In pure hydrogen the pressure evens out by flow at the speed of sound, and the slowing is smaller still. Desorption of single atoms is negligible: with a rough H₂ bond energy of 4.5 eV it costs \((1.4+4.5)/2=2.95\) eV per atom, and its rate is about \(10^{-12}\) of \(\lambda\).

The real case behind these numbers is the deposition of tungsten from WF₆ and hydrogen, \(\mathrm{WF_6+3H_2\to W+6HF}\), in which hydrogen has to dissociate on the growing metal. A temperature near 700 K is typical of that process, while 0.1 Torr is at the low end of its pressures. Growth at an assumed 0.1 nm/s uses six hydrogen atoms per tungsten atom, or 2.7 per site and second. Treated as a loss \(\kappa x\), with \(\kappa=2.7/0.80=3.3\ \mathrm{s^{-1}}\), this turns the rate into \(\sqrt{4a(b+\kappa)+\kappa^2}\). The relative change is about \(\kappa/2b\), here 0.2%. It scales with the growth rate and reaches about 10% at 5 nm/s. The assumption that a real reactor breaks most plainly is that of a surface carrying hydrogen alone: fluorine occupies sites, and by (13) half of them blocked at random would halve the rate if hydrogen still mixes over the rest. For the parameters tried, repulsion alone would raise it about twofold and a precursor alone about threefold. The inputs matter as much. The values of \(s_0\) and \(\nu\) were chosen separately, although detailed balance ties them: a lattice-gas estimate with the same \(s_0\) and \(E\) suggests \(\nu\) nearer \(10^{14}\ \mathrm{s^{-1}}\), which lowers \(x_*\) and raises \(\lambda\) several times. A tenfold error in \(s_0\) shifts \(\lambda\) by a factor of 3.2 if \(\nu\) is held fixed and by a factor of 10 if the equilibrium coverage is held fixed, and 0.1 eV in \(E\) shifts it by \(e^{0.1/(2\times0.0603)}=2.3\). The time of 0.15 ms is therefore an estimate of order of magnitude for the ideal model, not a prediction for a reactor. The square-root law is less sensitive to these inputs: it holds at constant temperature if mixing is fast, the site supply doesn't depend on pressure, the kinetic coefficients don't vary with coverage, and any other loss of hydrogen is slow compared with \(\lambda\) and has a pressure-independent coefficient. The value \(2\sqrt{ab}\) itself needs more: on a nearly full surface the loss must be slow compared with \(b\). The numerical output below lists the values used here.

## Calculated quantities

```
Model a = 4, b = 1 (1/s): 2 sqrt(ab) = 4.0000 1/s
Stochastic gap, 200 sites: 3.99492 1/s
Stochastic gap, 400 sites: 3.99748 1/s
Stochastic gap, extrapolated: 4.00004 1/s
Ring of 8, alternating start, time: 0.50 s
  coverage without hopping: 0.5000
  coverage with hopping 2000 1/s: 0.6432
  coverage, 8 well-mixed sites: 0.6432
Hydrogen on tungsten, rough inputs
Temperature: 700 K; pressure: 0.10 Torr; kT: 0.06032 eV
Lattice constant: 0.317 nm
Site density: 1.407e+15 1/cm2
Sticking: 0.10; desorption energy: 1.40 eV
Desorption prefactor: 1.0e+13 1/s
Molecular flux: 9.352e+19 1/(cm2 s)
a: 1.3290e+04 1/s; b: 8.3261e+02 1/s
sqrt(a/b): 3.9952; steady coverage: 0.7998
Relaxation rate: 6.6529e+03 1/s; time: 150.31 us
Adsorption share of rate: 0.7998
Pressure ladder (rates from integrated motion)
    0.01 Torr: coverage 0.5582, rate 2.1038e+03 1/s
    0.10 Torr: coverage 0.7998, rate 6.6529e+03 1/s
    1.00 Torr: coverage 0.9267, rate 2.1039e+04 1/s
   10.00 Torr: coverage 0.9756, rate 6.6531e+04 1/s
Fitted power of pressure: 0.50000
Step 0.1 to 0.2 Torr: coverage 0.7998 to 0.8496
  1/rate at final pressure: 106.28 us
  true 1/e time of the step: 97.90 us
Clean surface at 0.1 Torr, 1/e time: 78.69 us
Apparent activation energy: 0.6849 eV
Rate factor for +10 K: 1.1734
Neglected effects (rate factor = new rate / ideal rate)
Repulsion 0.10 eV: coverage 0.6924, factor 2.089, power 0.550
Precursor K = 0.3: factor 3.048, power 0.568
Free sites 0.50: coverage 0.3999, factor 0.500, power 0.500
Growth 0.10 nm/s uses 2.677 H per site per s
  rate factor: 1.00201
Molecular diameter (rough): 0.27 nm
Gas mean free path: 2.24 mm
Gas layer: 17.4 mm; rate factor: 1.02342
Hop barrier: 0.20 eV; hop rate: 3.63e+11 1/s
  hop rate / relaxation rate: 5.46e+07
H2 bond energy (rough): 4.5 eV
Atomic desorption / relaxation rate: 8.67e-13
```
